# The logarithmic dip of f' at an inverse-cube absorption edge

## Problem

An atom has an absorption edge at angular frequency $\omega_K$. If the core hole lived for ever, the photoabsorption cross-section of the edge would be

$$\sigma(\omega)=\sigma_K\left(\frac{\omega_K}{\omega}\right)^3\quad(\omega>\omega_K),\qquad \sigma(\omega)=0\quad(\omega<\omega_K).$$

Fields vary as $e^{-i\omega t}$, and the scattering factor is written $f_0+f'-if''$, with $f''>0$ for absorption. It is measured in electrons: a free electron scatters with strength 1. Treat the edge as a continuous set of independent dipole oscillators.

1. Find $f'$ and $f''$ of this edge for a sharp core hole, and describe the curve $f'(\omega)$.
2. Give every oscillator the same damping rate $\Gamma\ll\omega_K$, the full width due to the core-hole lifetime. Find $f'$ and $f''$ again. How deep is the dip, and where is its minimum?
3. Evaluate the results for a model edge with $\hbar\omega_K=12$ keV, $\sigma_K=20\,000$ barn and $\hbar\Gamma=2$ eV.

Other shells, bound-state resonances and fine structure above the edge are left out.

## First estimate by scaling

Let $g_K$ be the total oscillator strength of the edge. The strength per unit frequency is proportional to $\sigma$, as shown below, so it falls as $\omega^{-3}$. Since $\int_{\omega_K}^\infty(\omega_K/\omega)^3d\omega=\omega_K/2$, its value at threshold must be $2g_K/\omega_K$.

Drive the atom at the edge. An undamped oscillator of unit strength and frequency $\omega_s$ scatters with $\omega^2/(\omega^2-\omega_s^2)$. Its departure from the free-electron value 1 is

$$\frac{\omega_s^2}{\omega^2-\omega_s^2}\approx-\frac{\omega_K}{2\Delta},\qquad \Delta=\omega_s-\omega_K\ll\omega_K .$$

The oscillators in an interval $d\Delta$ therefore contribute

$$\frac{2g_K}{\omega_K}\,d\Delta\times\left(-\frac{\omega_K}{2\Delta}\right)=-g_K\frac{d\Delta}{\Delta}.$$

Every decade of $\Delta$ contributes equally. The form holds up to $\Delta\sim\omega_K$, where both the strength and the response change. It fails below $\Delta\sim\Gamma$, where damping limits the response. Hence

$$f'(\omega_K)\sim-g_K\ln\frac{\omega_K}{\Gamma}.$$

The two limits are known only up to factors of order one, so the estimate leaves an unknown constant of order $g_K$. It also shows what produces the logarithm: an oscillator density that starts at a finite value. If the absorption rose gradually over a range much larger than $\Gamma$, that range would set the lower limit instead.

## Exact solution

### One damped oscillator

An electron of charge $-e$ in a field $Ee^{-i\omega t}$ obeys

$$m(\ddot X+\Gamma\dot X+\omega_s^2X)=-eEe^{-i\omega t}.$$

The steady amplitude is

$$X=-\frac{eE}{m}\frac1D,\qquad D=\omega_s^2-\omega^2-i\Gamma\omega .$$

The radiated field is proportional to the acceleration $-\omega^2X=(eE/m)\,\omega^2/D$. A free electron has acceleration $-eE/m$. The ratio is the scattering factor of the oscillator,

$$s=-\frac{\omega^2}{D}=\frac{\omega^2}{\omega^2-\omega_s^2+i\Gamma\omega}.$$

Near resonance the denominator is $2\omega_s(\omega-\omega_s+i\Gamma/2)$, so the absorption line is a Lorentzian of full width $\Gamma$ at half maximum. The energy of a free oscillation decays as $e^{-\Gamma t}$, which identifies $1/\Gamma$ with the core-hole lifetime.

The term $f_0$ counts all electrons as free. The anomalous part of one oscillator of unit strength is thus $s-1$, and $f''=-\operatorname{Im}s=\omega^2\operatorname{Im}(1/D)$.

### From cross-section to oscillator strength

The velocity amplitude is $-i\omega X=i\omega(eE/m)/D$. With $E$ real, the mean absorbed power is

$$P=\tfrac12\operatorname{Re}\left[(-eE)\frac{i\omega eE}{mD}\right]=\frac{e^2E^2\omega}{2m}\operatorname{Im}\frac1D,$$

because $\operatorname{Re}(-i/D)=\operatorname{Im}(1/D)$. Divide by the intensity $\tfrac12\varepsilon_0cE^2$ and use the classical electron radius $r_e=e^2/(4\pi\varepsilon_0mc^2)$:

$$\sigma=4\pi r_ec\,\omega\operatorname{Im}\frac1D=\frac{4\pi r_ec}{\omega}f''.$$

This is the optical theorem for the present case. The area under one line follows from $\operatorname{Im}(1/D)=\Gamma\omega/|D|^2$:

$$\int_0^\infty\sigma\,d\omega=4\pi r_ec\,I,\qquad I=\int_0^\infty\frac{\Gamma\,d\omega}{v^2+\Gamma^2},\quad v=\omega-\frac{\omega_s^2}{\omega}.$$

Here numerator and denominator were divided by $\omega^2$. The substitution $\omega\to\omega_s^2/\omega$ turns $v$ into $-v$ and $d\omega$ into $(\omega_s^2/\omega^2)d\omega$, with the limits restored to their order. Adding the two forms of $I$ produces $dv=(1+\omega_s^2/\omega^2)d\omega$, so

$$2I=\int_{-\infty}^{\infty}\frac{\Gamma\,dv}{v^2+\Gamma^2}=\pi .$$

Each unit of oscillator strength has area $2\pi^2r_ec$, whatever its width. For sharp lines the strength density is therefore $\sigma/(2\pi^2r_ec)$, and

$$g_K=\int_{\omega_K}^\infty\frac{\sigma\,d\omega}{2\pi^2r_ec}=\frac{\sigma_K\omega_K}{4\pi^2r_ec},\qquad \frac{dg}{d\omega_s}=\frac{2g_K\omega_K^2}{\omega_s^3}.$$

The strength $g_K$ is fixed by the measured or assumed absorption. It need not equal the number of electrons in the shell.

### Sharp core hole

Let $x=\omega/\omega_K$. The optical theorem gives directly

$$f''=\frac{\omega\sigma}{4\pi r_ec}=\frac{\pi g_K}{x^2}\quad(x>1),\qquad f''=0\quad(x<1).$$

For the real part, put $y=\omega_s/\omega_K$. As $\Gamma\to0$ the real part of $s-1$ becomes $y^2/(x^2-y^2)$, taken as a principal value. With the density $2g_K\,dy/y^3$, and then $u=y^2$, $dy/y=du/(2u)$,

$$f'=2g_K\,\mathrm P\!\!\int_1^\infty\frac{dy}{y(x^2-y^2)}=g_K\,\mathrm P\!\!\int_1^\infty\frac{du}{u(x^2-u)}.$$

Partial fractions give

$$\frac1{u(x^2-u)}=\frac1{x^2}\left[\frac1u+\frac1{x^2-u}\right],$$

whose antiderivative is $x^{-2}\ln(u/|u-x^2|)$. This vanishes as $u\to\infty$. If $x>1$, the pole lies in the range. Leaving out $x^2-\eta<u<x^2+\eta$ adds the end terms

$$\frac1{x^2}\left[\ln\frac{x^2-\eta}{\eta}-\ln\frac{x^2+\eta}{\eta}\right]\to0 .$$

The lower limit $u=1$ alone remains, and it enters with a minus sign:

$$\boxed{f'(\omega)=g_K\,\frac{\ln|x^2-1|}{x^2}}$$

### Shape of the curve

Below the edge, with $W=x^2$, the series is

$$\frac{f'}{g_K}=-\left(1+\frac W2+\frac{W^2}3+\dots\right).$$

Thus $f'$ starts at $-g_K$ and falls steadily. At low frequency a bound oscillator follows the field with its static displacement, so its acceleration is only a fraction $\omega^2/\omega_s^2$ of a free electron's. It hardly radiates, and $-g_K$ removes their free-electron contribution from $f_0$.

Near the edge, let $\delta=\omega-\omega_K$. Then $x^2-1\approx2\delta/\omega_K$, and on both sides

$$f'\approx g_K\ln\frac{2|\delta|}{\omega_K}.$$

The symmetry has a simple origin. Below the edge every oscillator is driven below its resonance and responds with the negative sign. Slightly above the edge, the strengths within $\delta$ on either side of $\omega$ cancel, since their density is nearly constant. What remains lies more than $\delta$ above $\omega$, just as it does at the mirror point below the edge.

Above the edge, $f'$ passes through zero at $x=\sqrt2$ and then has a maximum. Setting the derivative of $\ln(W-1)/W$ to zero gives

$$\frac W{W-1}=\ln(W-1).$$

With $t=1/(W-1)$ this becomes $1+t=-\ln t$, or $te^t=1/e$. Numerical solution gives $t=0.2785$. The height is $g_K\ln(W-1)/W=g_K/(W-1)=g_Kt$, at $x=\sqrt{1+1/t}=2.143$. At still higher frequency $f'\approx2g_K\ln x/x^2\to0$: the electrons respond as free ones.

### Core hole of finite width

Let $\gamma=\Gamma/\omega_K$ and $w=x^2+i\gamma x=x(x+i\gamma)$. Now $s-1=x^2/(w-u)-1$, and the density $2\,dy/y^3$ equals $du/u^2$. Since $\int_1^\infty du/u^2=1$,

$$\frac{f'-if''}{g_K}=x^2J-1,\qquad J=\int_1^\infty\frac{du}{u^2(w-u)}.$$

The partial fractions are

$$\frac1{u^2(w-u)}=\frac1{wu^2}+\frac1{w^2u}+\frac1{w^2(w-u)},$$

as the common numerator $w(w-u)+u(w-u)+u^2=w^2$ confirms. The first term integrates to $1/w$. The other two have the antiderivative $w^{-2}[\ln u-\ln(u-w)]$. Here $u-w$ has the negative imaginary part $-\gamma x$ for all $u$, so the principal logarithm never meets its cut. The bracket vanishes at infinity and equals $-\ln(1-w)$ at $u=1$. Hence $J=1/w+\ln(1-w)/w^2$. Inserting $x^2/w=x/(x+i\gamma)$ and $x^2/w^2=1/(x+i\gamma)^2$ gives

$$\boxed{\frac{f'-if''}{g_K}=-\frac{i\gamma}{x+i\gamma}+\frac{\ln(1-x^2-i\gamma x)}{(x+i\gamma)^2}}$$

As $\gamma\to0$ with $x>1$, the logarithm tends to $\ln(x^2-1)-i\pi$, and both sharp results return.

At the edge, $x=1$ and $\ln(-i\gamma)=\ln\gamma-i\pi/2$. With $(1+i\gamma)^{-2}=1-2i\gamma+O(\gamma^2)$, the cross term is $(-2i\gamma)(-i\pi/2)=-\pi\gamma$. The first term of the boxed formula has a real part of order $\gamma^2$. Therefore

$$f'(\omega_K)=g_K\left[\ln\gamma-\pi\gamma+O(\gamma^2|\ln\gamma|)\right].$$

For small $|\delta|/\omega_K$ and $\gamma$, the argument of the logarithm is approximately $-(2\delta+i\Gamma)/\omega_K$. Its modulus and phase give the leading forms

$$f'\approx\frac{g_K}{2}\ln\frac{4\delta^2+\Gamma^2}{\omega_K^2},\qquad f''\approx g_K\left[\frac\pi2+\arctan\frac{2\delta}{\Gamma}\right].$$

Compared with the sharp edge, $|\delta|$ has become $\sqrt{\delta^2+\Gamma^2/4}$. The logarithm stops deepening once $|\delta|$ falls below about $\Gamma/2$, and the step in $f''$ becomes an arctangent.

### Position of the minimum

The leading form is symmetric about the edge, so a shift must come from smaller terms. Let $\epsilon=\delta/\omega_K$ and write $\ln(1-w)=\ell-i\theta$, where

$$\ell=\tfrac12\ln\left[(2\epsilon+\epsilon^2)^2+\gamma^2(1+\epsilon)^2\right],\quad
\theta=\frac\pi2+\arctan\frac{2\epsilon+\epsilon^2}{\gamma(1+\epsilon)}.$$

Since $(x+i\gamma)^{-2}\approx x^{-2}(1-2i\gamma/x)$,

$$\frac{f'}{g_K}\approx\frac{\ell}{x^2}-\frac{2\gamma\theta}{x^3}.$$

At $\epsilon=0$ the derivatives with respect to $\epsilon$ are $\ell'=1$ and $\theta'=2/\gamma$. The factor $x^{-2}$ contributes $-2\ln\gamma$. The slope is thus $2\ln(1/\gamma)+1-4$, up to terms that vanish with $\gamma$. The curvature is dominated by $\ell''\approx4/\gamma^2$. Slope divided by curvature, with a minus sign, gives

$$\frac{\delta_{\min}}{\omega_K}\approx-\frac{\gamma^2}{4}\left[2\ln\frac1\gamma-3\right].$$

For small $\gamma$ the minimum lies below the edge, by much less than $\Gamma$.

### Another way to include the width

One may instead average the sharp result over a Lorentzian of full width $\Gamma$. The sharp amplitude is the boundary value of $F(z)=g_K\ln(1-z^2)/z^2$, where $z$ is the complex frequency in units of $\omega_K$. This function is analytic in the upper half-plane and vanishes at infinity. Closing the contour there leaves the pole of the Lorentzian, so the average at the edge is $F(1+i\gamma/2)$. Now $1-z^2=-i\gamma+\gamma^2/4$, and the real part is again $g_K\ln\gamma$ to leading order. The two models differ at order $\gamma$: here $z^{-2}\approx1-i\gamma$, so the correction is $-\pi\gamma/2$ instead of $-\pi\gamma$.

## Numbers and comparison

In energy units,

$$g_K=\frac{\sigma_K\,\hbar\omega_K}{4\pi^2r_e\hbar c}=1.093$$

for $\sigma_K=20\,000$ barn and $\hbar\omega_K=12$ keV. The sharp step in $f''$ is $\pi g_K=3.43$ electrons. The relative width is $\gamma=2/12\,000=1.667\times10^{-4}$, with $\ln\gamma=-8.70$.

The table evaluates the two boxed formulas, and $f''$ from the second. Scattering factors are in electrons.

| $\hbar\delta$ (eV) | $f'$, sharp | $f'$, broadened | $f''$, broadened |
|---:|---:|---:|---:|
| −200 | −3.86 | −3.86 | 0.00 |
| −20 | −6.26 | −6.26 | 0.05 |
| −2 | −8.76 | −8.63 | 0.50 |
| 0 | $-\infty$ | −9.51 | 1.71 |
| 2 | −8.75 | −8.63 | 2.92 |
| 20 | −6.21 | −6.21 | 3.37 |
| 200 | −3.59 | −3.59 | 3.32 |

At 20 eV from the edge the width no longer matters for $f'$ at this precision. At 2 eV it raises $f'$ by 0.12 electrons, in agreement with the local form: $\tfrac12g_K\ln(1+\Gamma^2/4\delta^2)=\tfrac12(1.093)\ln1.25=0.12$.

At 200 eV the two sides differ visibly, whereas the local logarithm gives −3.72 on both. Expanding the sharp formula to first order in $\epsilon$ adds $g_K\epsilon(\tfrac12-2L)$, where $L=\ln(2|\epsilon|)$. Here $|\epsilon|=1/60$ and $L=-3.40$, so the correction is $\mp0.13$ electrons below and above the edge. This accounts for most of the difference.

The scaling estimate gives

$$-g_K\ln\frac{\omega_K}{\Gamma}=1.093\times(-8.70)=-9.51\ \text{electrons},$$

and the exact depth at the edge is also −9.51 electrons. The remaining difference, $-\pi\gamma g_K$, is about −0.0006. Such agreement is better than the estimate could promise. An uncertainty of a factor of two in either limit would have changed it by $g_K\ln2=0.76$ electrons, or 8% of the depth.

The exact solution shows why the constant is absent. The sharp law $g_K\ln(2|\delta|/\omega_K)$ has an effective upper limit $\omega_K/2$, not $\omega_K$. Damping replaces $|\delta|$ at the edge by $\Gamma/2$, not $\Gamma$. The two factors of two cancel. The first depends on the assumed cross-section at all energies above threshold, so the cancellation belongs to this model.

The dependence on the width, by contrast, was already correct in the estimate. For widths of 1, 2 and 4 eV the exact depths are −10.27, −9.51 and −8.75 electrons, a change of 0.76 for each factor of two.

The estimate could not supply the rest of the curve. The minimum lies $1.2\times10^{-3}$ eV below threshold, which is negligible beside the 2 eV width. The sharp $f'$ crosses zero at 17.0 keV and reaches its maximum of 0.30 electrons at 25.7 keV.

For a real atom in a solid or molecule, the assumptions enter in different places. The coefficient of the logarithm is set by the oscillator density at threshold, that is by $\sigma_K$. The constant beside it, the low-frequency limit, the zero and the maximum depend on the assumed $\omega^{-3}$ law and refer to this edge alone, without the other shells. A strong resonance at threshold, or fine structure in $\sigma$, changes the oscillator density there and adds its own structure to $f'$. The formulas then describe the contribution of the smooth edge, to which that of the resonance or fine structure is added. A finite energy resolution is not an added term: it averages the curve over the resolution function, which makes the dip shallower, and the more so the smaller $\Gamma$ is.

Numbers in the example were calculated in double precision.
